# Effective Longitudinal Piezoelectric Coefficient of a Clamped Film

A ferroelectric film of thickness $t$ lies between thin electrodes on a thick substrate. A small voltage changes its thickness, but the substrate prevents the lateral strain that would accompany this change in a free crystal. The problem is to find the thickness response of the bonded film, and then to ask what a displacement measurement at its top surface records.

Axis 3 is the film normal, the polar axis and the axis of transverse isotropy. Axes 1, 2, 3 are also called $x,y,z$, with $z$ upward. Stress $T$ is positive in tension, and shear components carry the usual engineering factor of two in strain $S$. The compliances $s_{ij}$ and stiffnesses $c_{ij}$ are taken at constant electric field. All strains, stresses and fields are small changes from the poled, possibly prestrained state; the coefficients are derivatives at that state, and no polarization switches.

## (a) Film on a rigid substrate

**Question.** A uniform field $E_3$ acts on a film whose lateral strain is held fixed and whose top is free of stress. Find $d_f=S_3/E_3$.

**Solution.** For this symmetry, a field along the axis produces no shear strain, and the normal strains are

$$S_1=s_{11}T_1+s_{12}T_2+s_{13}T_3+d_{31}E_3,$$
$$S_2=s_{12}T_1+s_{11}T_2+s_{13}T_3+d_{31}E_3,$$
$$S_3=s_{13}(T_1+T_2)+s_{33}T_3+d_{33}E_3.$$

In a laterally uniform film, equilibrium makes the stresses on planes normal to axis 3 independent of height. They vanish at the top, so $T_3=T_4=T_5=0$ throughout. Clamping requires $S_1=S_2=S_6=0$; the last condition gives $T_6=0$.

Subtracting the first two equations gives $(s_{11}-s_{12})(T_1-T_2)=0$. Elastic stability requires a positive energy for every stress. The choice $T_1=-T_2$ therefore gives $s_{11}-s_{12}>0$, and $T_1=T_2$ gives $s_{11}+s_{12}>0$. Hence $T_1=T_2$, and $S_1=0$ becomes

$$0=(s_{11}+s_{12})T_1+d_{31}E_3,\qquad T_1=-\frac{d_{31}E_3}{s_{11}+s_{12}}.$$

This is the stress with which the substrate cancels the transverse piezoelectric strain. Through $s_{13}$ it also changes the thickness:

$$S_3=2s_{13}T_1+d_{33}E_3,$$
$$\boxed{d_f=d_{33}-\frac{2d_{31}s_{13}}{s_{11}+s_{12}}}.$$

The factor two counts the two lateral stresses. The correction lowers the algebraic value when $d_{31}s_{13}>0$ and raises it when $d_{31}s_{13}<0$. It vanishes if either constant is zero: clamping acts on the thickness through the transverse effect and the elastic coupling together.

## (b) Stiffness form and an isotropic limit

**Question.** Express $d_f$ through stiffnesses. What happens if the film is elastically isotropic and its free piezoelectric strain conserves volume?

**Solution.** With strain as the independent variable, $T_3=c_{13}(S_1+S_2)+c_{33}S_3-e_{33}E_3$. Setting $S_1=S_2=0$ and $T_3=0$ gives

$$d_f=\frac{e_{33}}{c_{33}}.$$

To connect this with part (a), use $e_{33}=2d_{31}c_{13}+d_{33}c_{33}$, which follows from multiplying the strain law by the stiffness matrix. Since stiffness and compliance are inverse matrices, their product has a zero in row 3, column 1:

$$c_{13}(s_{11}+s_{12})+c_{33}s_{13}=0,\qquad \frac{c_{13}}{c_{33}}=-\frac{s_{13}}{s_{11}+s_{12}}.$$

Dividing $e_{33}$ by $c_{33}$ and inserting this ratio reproduces $d_f$. The element in row 3, column 3 gives $2c_{13}s_{13}+c_{33}s_{33}=1$, so the clamped film has the thickness compliance

$$\frac1{c_{33}}=s_{33}-\frac{2s_{13}^2}{s_{11}+s_{12}}.$$

It is smaller than $s_{33}$ when $s_{13}\ne0$, because the film cannot relieve a vertical load by lateral motion.

For an elastically isotropic film with Young modulus $Y$ and Poisson ratio $\nu_f$, $s_{11}=1/Y$ and $s_{12}=s_{13}=-\nu_f/Y$. Then

$$d_f=d_{33}+\frac{2\nu_f}{1-\nu_f}d_{31}.$$

A volume-conserving free strain has $d_{33}+2d_{31}=0$, so

$$d_f=d_{33}\left(1-\frac{\nu_f}{1-\nu_f}\right)=d_{33}\frac{1-2\nu_f}{1-\nu_f}.$$

This tends to zero as $\nu_f\to1/2$. The elastic and the free piezoelectric strains then both conserve volume, so a film held laterally has no remaining way to change its thickness.

## (c) The direct effect

**Question.** A uniform normal stress $T_3$ acts on the same film at $E_3=0$, with its lateral strain still held at zero. Find the electric displacement.

**Solution.** The lateral condition is now $(s_{11}+s_{12})T_1+s_{13}T_3=0$, so $T_1=T_2=-s_{13}T_3/(s_{11}+s_{12})$. The displacement is

$$D_3=2d_{31}T_1+d_{33}T_3=\left(d_{33}-\frac{2d_{31}s_{13}}{s_{11}+s_{12}}\right)T_3=d_fT_3.$$

The same coefficient describes charge under load and strain under field, provided that both experiments impose the same lateral condition.

## (d) A film in the hafnia regime

**Question.** Evaluate the response for $t=10$ nm and $0.5$ V, using

- $s_{11}=4.0$, $s_{12}=-1.2$, $s_{13}=-1.1$ and $s_{33}=4.2$ TPa$^{-1}$;
- $d_{31}=-1.5$ and $d_{33}=4.0$ pm/V.

**Solution.** The field is $0.5$ MV/cm, or $5\times10^7$ V/m. Since $s_{11}+s_{12}=2.8$ TPa$^{-1}$,

$$d_f=4.0-\frac{2(-1.5)(-1.1)}{2.8}=4.0-1.18=2.82\ \text{pm/V}.$$

Clamping removes about 29% of $d_{33}$. The lateral stress is

$$T_1=\frac{(1.5\times10^{-12})(5\times10^7)}{2.8\times10^{-12}}\ \text{Pa}=26.8\ \text{MPa}.$$

It is tensile because the free film would contract laterally. The thickness strain is $1.41\times10^{-4}$ and the thickness change is $2.82\times0.5=1.41$ pm. With the other constants fixed, $d_f$ would vanish at $d_{31}=-5.09$ pm/V, well away from the chosen value.

## (e) How the substrate surface moves

**Question.** Replace the rigid support by an isotropic half-space with shear modulus $G$ and Poisson ratio $\nu$. The electrode is wide compared with $t$ but small compared with the substrate thickness. Find the vertical displacement of the substrate surface beneath it.

**Solution.** Let $N=tT_1$ be the lateral film force per unit length, and put the interface at $z=0$. Consider first a variation $N=N_0\cos kx$ with $kt\ll1$. Integrating the lateral equilibrium equation $\partial_xT_{xx}+\partial_zT_{xz}=0$ through the film, whose top has no shear traction, gives

$$T_{xz}(0)=\frac{dN}{dx}=-kN_0\sin kx.$$

Vertical balance gives an interface normal stress of order $tk^2N_0$, smaller than the shear stress by a factor $kt$. It is dropped at leading order.

In the substrate, $z<0$, take displacements that decay with depth:

$$u=(A+Bz)e^{kz}\sin kx,\qquad w=(C+Dz)e^{kz}\cos kx.$$

They must satisfy $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. The divergence is

$$\nabla\cdot\mathbf u=[k(A+C)+D+k(B+D)z]e^{kz}\cos kx,$$

while $\nabla^2u=2kBe^{kz}\sin kx$. The horizontal equation becomes

$$2(1-2\nu)B-[k(A+C)+D+k(B+D)z]=0.$$

It holds at every depth, so $B=-D$ and

$$k(A+C)=-2(1-2\nu)D-D=-(3-4\nu)D.$$

The vertical equation gives the same condition. The divergence amplitude is now $-2(1-2\nu)D$. Zero normal stress at the surface requires

$$\partial_zw+\frac{\nu}{1-2\nu}\nabla\cdot\mathbf u=0
\;\Rightarrow\;kC+D-2\nu D=0,$$

so $kC=-(1-2\nu)D$ and, by subtraction, $kA=-2(1-\nu)D$. The shear stress has amplitude

$$G(B+kA-kC)=G[-1-2(1-\nu)+(1-2\nu)]D=-2GD.$$

Equating this to $-kN_0$ gives $D=kN_0/(2G)$, hence $C=-(1-2\nu)N_0/(2G)$ and

$$w(0)=-\frac{1-2\nu}{2G}N.$$

The wave number has cancelled. Any electrode shape can be built from such waves in different in-plane directions. Because $T_1=T_2$, each wave exerts shear along its own wave vector and has the same response. The relation therefore holds point by point at distances from the edge much larger than $t$. The neglected terms are of relative order $kt$, so the error falls only as $t$ divided by that distance.

The lateral surface strain has amplitude $kA=-(1-\nu)kN_0/G$, which is of order $ktT_1/G$. It vanishes for a wide electrode, so lateral clamping survives. The vertical displacement is of order $tT_1/G$, comparable with the film's own thickness change however wide the electrode is within this regime.

## (f) What the top surface records

**Question.** Find the rise of the top surface per volt, relative to the distant bare surface. Evaluate it for a substrate with Young modulus 160 GPa and $\nu=0.22$, rough isotropic values for silicon.

**Solution.** The rise is the thickness change plus the displacement of the film's base. Inserting $N=-t\,d_{31}E_3/(s_{11}+s_{12})$ and dividing by the voltage $E_3t$ gives

$$\boxed{d_{\rm app}=d_f+\frac{1-2\nu}{2G}\frac{d_{31}}{s_{11}+s_{12}}}.$$

For the example $G=160/[2(1.22)]=65.6$ GPa and $(1-2\nu)/(2G)=4.27$ TPa$^{-1}$. Therefore

$$d_{\rm app}=2.82+4.27\,\frac{-1.5}{2.8}=2.82-2.29=0.53\ \text{pm/V}.$$

The top rises by 0.27 pm although the film thickens by 1.41 pm. The film in lateral tension pulls the substrate surface inward at the electrode edge, and the surface beneath the electrode sinks. The near-cancellation makes $d_{\rm app}$ sensitive to the inputs: with all else fixed, it vanishes at $d_{31}=-1.73$ pm/V. The same cancellation makes the half-space assumption demanding. On a free wafer of finite thickness $h$, the film force also bends the plate. For a disc electrode of radius $a$ this adds a sinking of relative order $(a/h)^2$ that grows logarithmically with the distance to the reference point. With $a=0.1h$, the rise per volt is about 0.47, 0.37 and 0.26 pm/V for a reference point at $h$, $3h$ and $10h$; with $a=0.02h$ it stays within about 2% of $d_{\rm app}$.

This result can be compared with a calculation that does not assume clamping. The plane-strain elastic equations of film and half-space were solved together by matrix exponentials, for a vertical field proportional to $\cos kx$; the small in-plane field was omitted. The surface amplitude per volt is 1.08, 0.600 and 0.541 pm/V at $kt=0.1$, 0.01 and 0.001. Including the in-plane field and the electrical coupling, with relative permittivity 30, raises the first value by about 0.01 pm/V and leaves the others unchanged at these digits. Its excess over $d_{\rm app}$ falls nearly in proportion to $kt$. With the substrate stiffness multiplied by $10^6$, the result at $kt=0.001$ is 2.82 pm/V, the rigid limit.

Summing such solutions for stripe electrodes of half-width $200t$, repeated every $1600t$, gives 0.558 pm/V between the centre of a stripe and the middle of the gap. This is about 4.5% above $d_{\rm app}$.

The distinction also applies to the direct effect. Let an upward force $F$ be spread uniformly over the electrode area $\mathcal A$, let $\bar w$ be the mean rise of the top, and let $Q=D_3\mathcal A$ be conjugate to $V=E_3t$. Here $\mathcal A$ is the undeformed area and $D_3$ the charge per undeformed area, so the piezoelectric constants are the proper ones. The distinction matters: the load strains the substrate surface by $S_1+S_2=(1-2\nu)T_3/(2G)$, and for a remanent polarization of 20 µC/cm² the area term $P_r(S_1+S_2)/T_3$ is 0.85 pC/N, larger than $d_{\rm app}$. The stored energy obeys $dU=F\,d\bar w+V\,dQ$. With $H=U-F\bar w-VQ$, one has $dH=-\bar w\,dF-Q\,dV$, and equality of mixed derivatives gives

$$\left(\frac{\partial Q}{\partial F}\right)_V=\left(\frac{\partial\bar w}{\partial V}\right)_F\simeq d_{\rm app}.$$

The first equality is exact in the linear model. The second is reached only for a very wide electrode, because $\bar w$ includes the regions near the edge, where the rise per volt differs from $d_{\rm app}$. In that limit a load applied over the electrode alone yields $d_{\rm app}$ rather than $d_f$, because it also strains the substrate laterally. The coefficient $d_f$ in part (c) requires that strain to be absent.

The opposite geometric limit is a film and electrode covering a free plate of thickness $h\gg t$. Zero total lateral force requires a mean substrate stress $-N/h$ in both directions. Bending adds a stress of zero mean and leaves the mean thickness strain unchanged. With $Y_s=2G(1+\nu)$, the substrate thickness changes by

$$h\left(-\frac{\nu}{Y_s}\right)\left(-\frac{2N}{h}\right)=\frac{2\nu N}{Y_s}.$$

This is independent of $h$ and, for $0<\nu<1/2$, opposite in sign to the local surface displacement. A measured coefficient therefore needs a stated electrode size and reference surface.

## (g) Limits of the model for a real film

**Question.** How do the example and its assumptions compare with a hafnia capacitor, and how large are the neglected effects?

**Solution.** The parameters are rounded model values. A thickness near 10 nm, relative permittivity near 30, remanent polarization near 20 µC/cm² and coercive field near 1 MV/cm are rough typical values for ferroelectric hafnia films. The piezoelectric constants are less certain, and longitudinal coefficients of both signs have been reported. Reversing the signs of all piezoelectric constants reverses $d_f$ and $d_{\rm app}$. The polar crystal is orthorhombic, so transverse isotropy describes an average over random in-plane grain orientations. For a one-sided measurement in this example, the largest correction evaluated here comes from the rigid-substrate assumption: relaxing it lowers 2.82 to 0.53 pm/V, by 81%. Reversed domains, treated below, could matter as much if their volume fraction were large.

**Substrate anisotropy.** Silicon is cubic. The layered calculation with rough constants $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa gives 0.49 pm/V for a field varying along [100] and 0.63 pm/V along [110]. These are 8% below and 17% above the isotropic $d_{\rm app}$.

**Grain tilt.** Rotating the film's elastic and piezoelectric tensors by 30°, with $s_{44}=11$ TPa$^{-1}$ and $d_{15}=4.0$ pm/V, and applying the conditions of part (a) lowers $d_f$ to 2.23 pm/V, by 21%. This treats one uniformly clamped grain and omits the stress mismatch with its neighbours.

**Reversed domains.** Suppose a volume fraction $f$ is reversed while the stiffness stays uniform. The mean lateral strain and mean $T_3$ are zero, so averaging the law for $T_3$ gives $\langle S_3\rangle=\langle e_{33}\rangle E_3/c_{33}$. The film coefficient is multiplied by $1-2f$.

**Interfacial layer.** A 0.5 nm layer of relative permittivity 10, in series with the film and with unchanged interface charge, takes the voltage share

$$\frac{0.5/10}{0.5/10+10/30}=13\%.$$

At fixed applied voltage the film field falls by the same percentage.

**Field-squared strains.** Attraction between the electrodes compresses the film by about $\epsilon_0\epsilon_rE_3^2/(2c_{33})$. With $c_{33}=300$ GPa this is 0.8% of the piezoelectric strain. If the piezoelectricity arises from electrostriction about the remanent polarization $P_r$, an induced polarization $p=\epsilon_0(\epsilon_r-1)E_3$ gives strain proportional to $(P_r+p)^2-P_r^2=2P_rp+p^2$. The ratio of the quadratic to the linear term is $p/(2P_r)=3.2\%$. Both estimates grow in proportion to the field.

**Temperature.** For expansion coefficients $\alpha_f=6.0\times10^{-6}$ and $\alpha_s=2.6\times10^{-6}$ K$^{-1}$ of film and substrate, replacing the piezoelectric strain in part (a) by thermal strain, and the zero lateral strain by the substrate's expansion, gives

$$\frac{dS_3}{d\Theta}=\alpha_f+\frac{2s_{13}(\alpha_s-\alpha_f)}{s_{11}+s_{12}}=8.7\times10^{-6}\ \text{K}^{-1},$$

where $\Theta$ is temperature. A change of 1 K thus produces 6% of the piezoelectric film strain, before the substrate's own change of thickness is counted.

**Switching and breakdown.** The field is half the rough coercive field and one eighth of a rough breakdown field of 4 MV/cm. For a field opposed to the polarization, switching is therefore the nearer limit. Such a field may already move weakly held domains, and the linear coefficients then no longer describe the whole response.
